\section*{PBE correlation from three limits and the choices that complete them}

\section{A case simple enough to see through}

Take two electrons in the hydrogenic density $n(\mathbf r)=(2Z^3/\pi)e^{-2Zr}$ and let $Z$ grow. Hartree atomic units are used throughout. The Wigner radius $r_s=(3/4\pi n)^{1/3}$ shrinks as $1/Z$. At high density the correlation energy per electron of an unpolarized uniform gas behaves as
\begin{equation}
\epsilon_c\to\gamma\ln r_s-\omega,\qquad \gamma=\frac{1-\ln2}{\pi^2},
\label{eq:log}
\end{equation}
with $\omega$ a constant. The logarithm is derived below. The local approximation therefore sends the energy per electron to $-\gamma\ln Z$, without bound. The true correlation energy of this ion tends to a constant.

A gradient correction $H$ must supply $+\gamma\ln Z$. Here $|\nabla n|=2Zn$. With $k_F=(3\pi^2n)^{1/3}$ and the screening wavevector $k_s=\sqrt{4k_F/\pi}$, the reduced gradient is
\begin{equation}
t=\frac{|\nabla n|}{2k_sn}=\frac{Z}{k_s},\qquad k_s^2\propto Z,\qquad t^2\propto Z .
\end{equation}
So $\gamma\ln t^2$ has the required growth. It diverges at $t\to0$, where $H$ should be $\beta t^2$. Both demands are met by
\begin{equation}
H_0=\gamma\ln\left(1+\frac{\beta}{\gamma}t^2\right).
\end{equation}
One defect remains. At fixed density $H_0$ grows without limit with $t$, whereas it should stop at $-\epsilon_c$, where it has cancelled the local correlation. The PBE function is $H_0$ with its argument made to saturate. The two derivations below arrange that saturation differently.

\section{The three limits}

For spin polarization $\zeta$, write
\begin{equation}
E_c=\int n\,[\epsilon_c(r_s,\zeta)+H]\,d^3r,\qquad
t=\frac{|\nabla n|}{2\phi k_sn},\qquad
\phi=\tfrac12\left[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}\right].
\end{equation}
The conditions are:
\begin{align}
&\text{(a)}\quad H\to\beta\phi^3t^2 &&(t\to0),\\
&\text{(b)}\quad H\to-\epsilon_c &&(t\to\infty\text{ at fixed }r_s,\zeta),\\
&\text{(c)}\quad E_c[n_\lambda]\to\text{constant} &&(\lambda\to\infty),\quad n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r).
\end{align}
The gradient coefficient $\beta=0.066725$ is an input. Condition (b) is imposed as a model of rapidly varying density.

\subsection{Why the scaled energy is finite}

If $\Psi$ has density $n$, the wavefunction $\lambda^{3N/2}\Psi(\lambda\mathbf r_1,\dots)$ has density $n_\lambda$. Its kinetic energy is multiplied by $\lambda^2$ and its repulsion $W$ by $\lambda$. Let $\Phi$ be the Kohn--Sham state, which minimizes $\langle T\rangle$ at density $n$. With $\alpha=1/\lambda$,
\begin{equation}
E_c[n_\lambda]=\lambda^2\Big\{\min_{\Psi\to n}\langle\Psi|T+\alpha W|\Psi\rangle-\langle\Phi|T+\alpha W|\Phi\rangle\Big\}.
\end{equation}
For a finite system with a nondegenerate Kohn--Sham ground state, the minimizer differs from $\Phi$ by a term of order $\alpha$. Since $\Phi$ already minimizes $\langle T\rangle$, this change costs kinetic energy of order $\alpha^2$, and it lowers $\alpha\langle W\rangle$ by order $\alpha^2$. The brace is thus $\alpha^2E^{(2)}+O(\alpha^3)$, with $E^{(2)}\le0$, and $E_c[n_\lambda]\to E^{(2)}$. With a degenerate ground state this argument need not hold.

\subsection{Where the logarithm comes from}

At small wavevector $q$, particle--hole pairs lie near the Fermi surface and have energy $qk_F\mu$, where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. With density of states $k_F/\pi^2$, the response at imaginary frequency $i\omega'$ is
\begin{equation}
\chi_0=-\frac{k_F}{\pi^2}R(u),\quad
R(u)=\int_0^1\frac{\mu^2\,d\mu}{\mu^2+u^2}=1-u\arctan\frac1u,\quad u=\frac{\omega'}{qk_F}.
\end{equation}
The ring energy per volume, with $v=4\pi/q^2$, is
\begin{equation}
\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega'}{2\pi}\,[\ln(1-v\chi_0)+v\chi_0],\qquad -v\chi_0=\frac{k_s^2}{q^2}R .
\end{equation}
For $q\gg k_s$ the bracket is $-\frac12(v\chi_0)^2$. Using $d^3q=4\pi q^2dq$ and $d\omega'=qk_F\,du$, this region contributes
\begin{equation}
-\frac14\cdot\frac1{2\pi^2}\cdot\frac{k_F}{2\pi}\cdot16\pi^2\cdot\frac{k_F^2}{\pi^4}\int\frac{dq}{q}\int_{-\infty}^{\infty}\!R^2du
=-\frac{k_F^3}{\pi^5}\int\frac{dq}{q}\int_{-\infty}^{\infty}\!R^2du .
\end{equation}
Dividing by $n=k_F^3/3\pi^2$ changes the prefactor to $-3/\pi^3$. Screening ends the $1/q$ behaviour at $q\sim k_s$, and the small-$q$ form ends at $q\sim k_F$. Since $k_F^2/k_s^2=\pi k_F/4\propto1/r_s$, we have $\int dq/q=-\frac12\ln r_s+\text{const}$.

For the frequency integral, use $\int_{-\infty}^\infty du/[(\mu^2+u^2)(\nu^2+u^2)]=\pi/[\mu\nu(\mu+\nu)]$. Then substitute $\nu=\mu x$ in the half of the unit square with $\nu<\mu$:
\begin{equation}
\int_{-\infty}^{\infty}\!R^2du=\pi\!\int_0^1\!\!\int_0^1\!\frac{\mu\nu\,d\mu\,d\nu}{\mu+\nu}
=2\pi\!\int_0^1\!\mu^2d\mu\int_0^1\!\frac{x\,dx}{1+x}=\frac{2\pi}{3}(1-\ln2).
\end{equation}
The coefficient of $\ln r_s$ is $(3/2\pi^3)(2\pi/3)(1-\ln2)=\gamma=0.031091$, the logarithm in \eqref{eq:log}. The second-order exchange term, which the ring sum omits, has only one factor $4\pi/q^2$ at small $q$, because its other interaction carries a momentum of order $k_F$. Its $q$ integral converges and it adds only to the constant $\omega$.

With polarization, $R(u)$ becomes $\frac12\sum_\sigma x_\sigma R(u/x_\sigma)$, where $x_\sigma=(1\pm\zeta)^{1/3}$. At $\zeta=1$ the integral of its square is $\frac14x^3=\frac12$ of the unpolarized value, because $x^3=2$. Since $\phi(1)^3=\frac12$ as well, $\gamma\phi^3$ is the correct coefficient at both ends. Between them it is an approximation: at $\zeta=0.5$ the ring coefficient is $0.028834$ and $\gamma\phi^3=0.028390$. The largest excess on the computed grid is $4.4\%$ of $\gamma\phi^3$, near $\zeta=0.9$.

\section{First derivation: one variable and a deficit}

Under scaling, $|\nabla n|$, $n$ and $k_s$ acquire factors $\lambda^4$, $\lambda^3$ and $\lambda^{1/2}$, so $t^2\propto\lambda$. For $\zeta=0$ or $|\zeta|=1$ the local term contributes $-\gamma\phi^3\ln\lambda$, and $H$ must contribute $\gamma\phi^3\ln\lambda$. This suggests working with
\begin{equation}
X=e^{H/\gamma\phi^3},\qquad M=e^{-\epsilon_c/\gamma\phi^3}-1>0 .
\end{equation}
Condition (a) becomes $X-1\to(\beta/\gamma)t^2$, and (b) becomes $X-1\to M$. Now comes an assumption: the passage between these values depends on one variable, the ratio of the two,
\begin{equation}
X-1=M\,G(y),\qquad y=\frac{(\beta/\gamma)t^2}{M}=At^2,\qquad A=\frac{\beta/\gamma}{M},
\label{eq:onevar}
\end{equation}
with $G\to y$ at small $y$ and $G\to1$ at large $y$. Because $e^{\epsilon_c/\gamma\phi^3}=1/(1+M)$,
\begin{equation}
\epsilon_c+H=\gamma\phi^3\ln\frac{1+MG}{1+M}.
\label{eq:total}
\end{equation}
For $0\le G\le1$ this gives $H\ge0$ and $\epsilon_c+H\le0$.

Condition (c) now follows for $\zeta=0$ and $|\zeta|=1$, where the local coefficient of $\ln r_s$ is exactly $\gamma\phi^3$; intermediate $\zeta$ is treated later. From the definitions, $t=sk_F/(\phi k_s)$ with $s=|\nabla n|/(2k_Fn)$, which scaling carries along unchanged. Hence $t^2=(\pi k_F/4)s^2/\phi^2$, with $k_F=(9\pi/4)^{1/3}/r_s$. At high density $M\to e^{\omega/\gamma\phi^3}/r_s$, where $\omega$ differs between these two cases. The factors $1/r_s$ cancel in $y$:
\begin{equation}
y\to\chi\frac{s^2}{\phi^2},\quad
\chi=\frac\beta\gamma\,\frac\pi4\Big(\frac{9\pi}4\Big)^{1/3}e^{-\omega/\gamma\phi^3},\quad
\epsilon_c+H\to\gamma\phi^3\ln G .
\label{eq:high}
\end{equation}
For $\zeta=0$, the Perdew--Wang parametrization of $\epsilon_c$ gives $\omega=0.04664$ and $\chi=0.7216$.

The limits leave $G$ open; $G=y/(1+y)$ satisfies all of them. To choose, consider the deficit $1-G$, which falls from 1 to 0. Let its reciprocal be a quadratic polynomial, $1/(1-G)=1+py+qy^2$. Then
\begin{equation}
G=1-\frac1{1+py+qy^2}=py+(q-p^2)y^2+O(y^3).
\end{equation}
Condition (a) requires $p=1$. A $y^2$ term in $G$ would put a term proportional to $A$, hence dependent on $r_s$, into the $t^4$ coefficient of $H$. Choosing to exclude it gives $q=1$, so
\begin{equation}
G=1-\frac1{1+y+y^2}=\frac{y+y^2}{1+y+y^2}.
\end{equation}
Inserting $My=(\beta/\gamma)t^2$ in $H=\gamma\phi^3\ln(1+MG)$ yields the PBE function,
\begin{equation}
H=\gamma\phi^3\ln\left[1+\frac\beta\gamma t^2\,\frac{1+At^2}{1+At^2+A^2t^4}\right].
\label{eq:pbe}
\end{equation}

\section{Second derivation: free coefficients and a free prefactor}

This route assumes neither the prefactor $\gamma$ nor the variable $y$. Start from a logarithm with unknown $\kappa>0$ and a rational function whose coefficients $a,b,c$ may depend on $r_s$ and $\zeta$. With $\tau=t^2$,
\begin{equation}
H=\kappa\phi^3\ln\left[1+\frac\beta\kappa\,\tau P\right],\qquad P=\frac{1+a\tau}{1+b\tau+c\tau^2}.
\end{equation}

\textit{Small gradient.} Since $P=1+(a-b)\tau+O(\tau^2)$ and $\ln(1+x)=x-x^2/2+\dots$,
\begin{equation}
H=\phi^3\left[\beta\tau+\Big(\beta(a-b)-\frac{\beta^2}{2\kappa}\Big)\tau^2+O(\tau^3)\right].
\end{equation}
Condition (a) holds. As a first smoothness choice, let $P$ add nothing to the $t^4$ term: $a=b$.

\textit{Large gradient.} Dividing numerator and denominator by $\tau^2$ and expanding,
\begin{equation}
\tau P=\frac{a+1/\tau}{c+b/\tau+1/\tau^2}=\frac ac+\frac1{c\tau}\Big(1-\frac{ab}c\Big)+O(\tau^{-2}).
\end{equation}
Condition (b) requires $(\beta/\kappa)(a/c)=M_\kappa$, with $M_\kappa=e^{-\epsilon_c/\kappa\phi^3}-1$. Hence $c=aA_\kappa$, where $A_\kappa=(\beta/\kappa)/M_\kappa$. As a second smoothness choice, let the approach to (b) have no $1/\tau$ term: $ab=c$. With $b=a$ this reads $a^2=aA_\kappa$. The root $a=0$ would make $c=0$ and violate (b), so
\begin{equation}
a=b=A_\kappa,\qquad c=A_\kappa^2 .
\end{equation}
The dependence on the single variable $y=A_\kappa t^2$ is here a result.

\textit{Scaling.} Take $\zeta=0$ or $|\zeta|=1$, where the local coefficient is $\gamma\phi^3$. Then $M_\kappa\propto\lambda^{\gamma/\kappa}$ and $y\propto t^2/M_\kappa\propto\lambda^{1-\gamma/\kappa}$. Equation \eqref{eq:total} holds with $\gamma$ replaced by $\kappa$ and $M$ by $M_\kappa$. There are three cases at a point with $s\neq0$.

If $\kappa<\gamma$, then $y\to0$ and $M_\kappa G\to(\beta/\kappa)t^2\propto\lambda$, so
\begin{equation}
\epsilon_c+H\to\kappa\phi^3\Big(1-\frac\gamma\kappa\Big)\ln\lambda+\text{const}=-(\gamma-\kappa)\phi^3\ln\lambda+\text{const}.
\end{equation}
A logarithm survives. For $\kappa=0.8\gamma$ the computed slope is $-0.006218=-0.2\gamma$.

If $\kappa>\gamma$, then $y\to\infty$, $G\to1$ and $\epsilon_c+H\to0$. The logarithm is gone, but so is the correlation energy, whereas $E^{(2)}$ is in general negative. At $r_s=10^{-20}$ and $s=1$, $\kappa=1.25\gamma$ leaves $-6\times10^{-10}$ hartree per electron.

If $\kappa=\gamma$, $y$ stays finite and the limit is finite and nonzero. At the same point it is $-0.01836$ hartree. Equation \eqref{eq:high} reproduces this: $y+y^2=0.72163+0.52075=1.24238$, and $-0.031091\ln(1+1/1.2424)=-0.01836$. Thus $\kappa=\gamma$, and the result is again \eqref{eq:pbe}.

\section{What the function does, and where it fails}

Since $G=y-y^3+O(y^4)$, the small-gradient expansion is
\begin{equation}
H=\phi^3\left[\beta t^2-\frac{\beta^2}{2\gamma}t^4+O(t^6)\right],\qquad \frac{\beta^2}{2\gamma}=0.0716 .
\end{equation}
For large $t$, write the ratio in \eqref{eq:total} as $1-M(1-G)/(1+M)$ and use $1-G\to y^{-2}$:
\begin{equation}
\epsilon_c+H\to-\frac{\gamma\phi^3M}{(1+M)A^2t^4}.
\end{equation}

At high density, $\epsilon_c+H\to-\gamma\phi^3\ln[1+1/(y+y^2)]$ diverges where $\nabla n=0$. If the zeros are isolated points at which the gradient vanishes as a power of distance, this divergence is logarithmic and integrable. For $\zeta=0$ the limit may then be taken under the integral. In \eqref{eq:total}, $(1+M)/(1+MG)$ grows with $M$ towards $1/G$, so $|\epsilon_c+H|\le\gamma\ln(1/G)$. Also $r_sM$ is bounded: it has finite limits at small and large $r_s$, and its largest computed value is $13.94$ bohr. Hence $y\ge0.23\,s^2$, which gives an integrable bound independent of $\lambda$. In a uniform gas $s=0$ everywhere, $H=0$, and the logarithm remains.

At intermediate $\zeta$ the local coefficient of $\ln r_s$ in general differs from $\gamma\phi^3$, and the outcome depends on the sign of the difference, as in the cases $\kappa<\gamma$ and $\kappa>\gamma$ above. At $\zeta=0.5$ the Perdew--Wang coefficient is $0.028849$, against $\gamma\phi^3=0.028390$. For $s^2=0.001$, where $y$ is small, the energy per electron changes by their difference, $-0.00046$ hartree per unit of $\ln\lambda$, so a logarithm survives. Between $\zeta=0.85$ and $0.9$ the Perdew--Wang coefficient drops below $\gamma\phi^3$: at $\zeta=0.9$ it is $0.020638$ against $0.020810$, although the ring coefficient, $0.021730$, stays above. Then $y$ grows as $\lambda^{0.008}$ and $\epsilon_c+H$ drifts very slowly to zero; for $s=1$ it is $-0.0072$ hartree at $r_s=10^{-8}$ and $-0.0004$ hartree at $r_s=10^{-100}$.

\section{Worked example}

\subsection{One point}

Let $r_s=2$, $\zeta=0$, $t=1$, where $\epsilon_c=-0.044759$. Then
\begin{align}
M&=e^{0.044759/0.031091}-1=3.219,\\
A&=2.1461/3.219=0.6667=y,\\
G&=\frac{0.6667+0.4444}{1+0.6667+0.4444}=0.5263,\\
H&=0.031091\ln(1+3.219\times0.5263)=0.03082 .
\end{align}
The gradient correction raises the correlation energy per electron from $-0.04476$ to $-0.01394$ hartree. With $G=y/(1+y)=0.4$, $H$ would be $0.02573$ hartree.

\subsection{The BH molecule, scaled}

The density of BH, at a chosen bond length of 2.33 bohr, was computed self-consistently with PBE in the cc-pVTZ basis. The gap between its highest occupied and lowest empty orbitals is $0.075$ hartree, so the occupied determinant is nondegenerate. Scaling this density gives the following correlation energies in hartree.

\begin{center}
\begin{tabular}{rccc}
$\lambda$ & local & PBE & $G=y/(1+y)$\\
1 & $-0.3488$ & $-0.1468$ & $-0.1705$\\
10 & $-0.7044$ & $-0.1756$ & $-0.2120$\\
100 & $-1.1160$ & $-0.1781$ & $-0.2174$\\
$10^3$ & $-1.5424$ & $-0.1779$ & $-0.2175$\\
$10^6$ & $-2.8305$ & $-0.1778$ & $-0.2175$
\end{tabular}
\end{center}

Between $\lambda=10^5$ and $10^6$ the local energy changes by $-0.18654$ per unit of $\ln\lambda$, which agrees with $-\gamma N=-6\times0.0310907=-0.18654$. The PBE energy approaches the integral of \eqref{eq:high}, $-0.1778$ hartree ($-4.84$ eV). At large $\lambda$ the fourth decimal in the last two columns depends on the integration grid: finer grids move the two limits to $-0.1779$ and $-0.2176$ hartree. It also depends on the basis: quadruple-zeta bases raise the last two columns by $0.0002$ to $0.0004$ hartree and the local column by up to $0.0002$ hartree. The approach is not monotonic: the value at $\lambda=100$ lies slightly below the limit. The simpler $G$ also removes the logarithm but tends to $-0.2175$ hartree. The three limits therefore do not determine the energy.

\subsection{The two-electron ion}

For the opening example, diagonalization in a finite basis of $s$, $p$ and $d$ functions gives correlation energies, relative to Hartree--Fock, of $-0.0399$, $-0.0436$ and $-0.0443$ hartree at $Z=2$, 10 and 100. The second-order limit in that basis is $-0.0444$. The basis is not complete even for these angular momenta: a larger $s$, $p$, $d$ set gives $-0.0411$ at $Z=2$, and the radially converged $s$, $p$, $d$ second-order sum is $-0.0447$. The exact and Hartree--Fock densities differ at relative order $Z^{-2}$, so the Hartree--Fock and Kohn--Sham reference energies agree in the limit. For the hydrogenic density, PBE tends to $-0.0479$ hartree as $Z\to\infty$. Most of its difference from $-0.0444$ is basis incompleteness: with all angular momenta the second-order sum is about $-0.0467$, so PBE lies about $0.0012$ hartree below it. The numerical check computes the values in the smaller basis and the PBE limits, and checks the finished formula numerically.

\section{What each derivation assumes}

Both derivations take $\beta$ as given, let $\zeta$ enter through $\phi$ and $\epsilon_c$, and place the gradient dependence inside a logarithm. Both also need choices beyond the three limits.

The first fixes the prefactor at the outset, by matching the growth of $H$ to the local logarithm. It assumes the one-variable form \eqref{eq:onevar} and a quadratic reciprocal deficit. One smoothness choice, at small $t$, then suffices; the $t^{-4}$ approach to complete cancellation comes with the polynomial. At $\zeta=0$ and $|\zeta|=1$, the logarithm cancels at every point with $s\neq0$ for any continuous $G$ that has the two required limits and satisfies $0<G\le1$ for $y>0$. Condition (c) therefore gives no help in selecting one of these functions.

The second allows the coefficients to depend on density in any way and obtains the one-variable form. The price is a prescribed rational form and two smoothness choices, one at each end. It also shows what condition (c) must mean if it is to fix the prefactor: the scaled energy has to approach a nonzero constant, since a prefactor above $\gamma$ removes the logarithm by removing all correlation.

The smoothness choices are not exact properties of the correlation energy. A different construction could change them while keeping all three limits. Even if both are kept, $G$ is not fixed: $G=y/\sqrt{1+y^2}$ also has no $y^2$ term at small $y$ and no $1/y$ term at large $y$.

\section*{Computed results}
\begin{verbatim}
gamma = 0.031091 hartree; beta = 0.066725 hartree
beta/gamma = 2.14613
t^4 coefficient -beta^2/(2 gamma) = -0.07160 hartree
zeta=0.0: ring log coefficient 0.031091, from energy slope 0.031090, gamma*phi^3 0.031091 hartree
zeta=0.5: ring log coefficient 0.028834, from energy slope 0.028834, gamma*phi^3 0.028390 hartree
zeta=1.0: ring log coefficient 0.015545, from energy slope 0.015545, gamma*phi^3 0.015545 hartree
largest ring mismatch to gamma*phi^3 = 4.43 % at zeta = 0.905
PW92 log coefficient at zeta=0.5 = 0.028849 hartree
PBE residual slope per ln(lambda), zeta=0.5, s^2=0.001: -0.000459 hartree
prefactor 0.8 gamma: slope per ln(lambda) = -0.006218 hartree
rs=1e-20, s=1: energy per electron, prefactor gamma = -0.018359, 1.25 gamma = -6.40e-10 hartree
largest deviation from libxc, rounded coefficients = 9.7e-17 hartree
largest deviation from libxc, exact coefficients = 1.8e-08 hartree
Point: rs = 2 bohr, zeta = 0, t = 1
  eps_c = -0.044759 hartree; M = 3.21919
  A = y = 0.66667; G = 0.52632
  H = 0.030815 hartree; eps_c + H = -0.013944 hartree
  H with G=y/(1+y) = 0.025729 hartree
omega = 0.046643 hartree; chi = 0.72163
max of rs*M on grid = 13.9391 bohr; chi_min = 0.23207
Two electrons, finite spd basis: correlation energy
  lambda = 2: -0.039914 hartree
  lambda = 10: -0.043563 hartree
  lambda = 100: -0.044306 hartree
  second-order limit = -0.044388 hartree
  PBE limit, hydrogenic density = -0.047895 hartree
BH, PBE/cc-pVTZ: bond = 2.33 bohr; electrons = 6.00000
  orbital gap = 0.07484 hartree
  lambda; local; PBE; with G=y/(1+y) (hartree)
  1; -0.348771; -0.146771; -0.170507
  10; -0.704399; -0.175557; -0.212011
  100; -1.116013; -0.178116; -0.217424
  1000; -1.542446; -0.177883; -0.217533
  100000; -2.401006; -0.177770; -0.217460
  1000000; -2.830533; -0.177767; -0.217458
  local slope per ln(lambda) = -0.186541 hartree
  -gamma*N = -0.186544 hartree
  PBE limit = -0.177767 hartree = -4.8373 eV
  limit with G=y/(1+y) = -0.217458 hartree
  lambda-independent lower bound = -0.343450 hartree
\end{verbatim}
